\section*{From image-charge energies to defect eigenvalues through Janak's theorem}

\section{The occupation derivative}

\textbf{Q.} I have a charged defect in a periodic supercell and an image correction for its total energy. The Kohn--Sham level of the defect is another quantity. Why should the energy correction say anything about it?

\textbf{A.} Because the level is a derivative of the total energy. Let the level $j$ hold $f$ electrons, and let all other occupations and the nuclear positions be fixed. Write
\begin{equation}
E=\sum_i f_i\langle\phi_i|T|\phi_i\rangle+F[n],\qquad n=\sum_i f_i|\phi_i|^2 ,
\end{equation}
where $F$ contains the external, Hartree and exchange--correlation energies. The orbitals obey $h\phi_i=\varepsilon_i\phi_i$, with $h=T+\delta F/\delta n$. Changing $f_j=f$ changes $E$ explicitly and through the orbitals:
\begin{align}
\frac{dE}{df}
&=\langle\phi_j|h|\phi_j\rangle+\sum_i f_i\left[\left\langle\frac{\partial\phi_i}{\partial f}\middle|h\middle|\phi_i\right\rangle+\text{c.c.}\right]\\
&=\varepsilon_j+\sum_i f_i\varepsilon_i\frac{\partial}{\partial f}\langle\phi_i|\phi_i\rangle
=\varepsilon_j .
\end{align}
The last sum vanishes because the orbitals stay normalised. This is Janak's theorem. It requires $E$ to be differentiable in $f$; at an end of the occupation range the derivative is one-sided.

\textbf{Q.} In a charged cell the neutralising background also changes with $f$. You have left it out.

\textbf{A.} Its contribution is zero if the electrostatic potential $V$ has zero cell average. The electrostatic energy is $U=\frac12\int\rho_{\rm tot}V$, and $V$ depends linearly on $\rho_{\rm tot}$ through a symmetric kernel, so $\delta U=\int\delta\rho_{\rm tot}V$. The background part of $\delta\rho_{\rm tot}$ is uniform and multiplies $\int V=0$. I use this convention throughout. For the isolated defect, the zero is the potential of the undisturbed bulk far away.

\section{The correction and its sign}

\textbf{Q.} Then what is the correction to the level?

\textbf{A.} Define both corrections as amounts to be added to the supercell values:
\begin{equation}
E_{\rm iso}=E_{\rm per}+E_{\rm corr},\qquad
\varepsilon_{\rm iso}=\varepsilon_{\rm per}+\Delta\varepsilon .
\end{equation}
Janak's theorem holds for each boundary condition separately. Subtracting the two statements at equal $f$ gives
\begin{equation}
\Delta\varepsilon=\frac{dE_{\rm iso}}{df}-\frac{dE_{\rm per}}{df}=\frac{dE_{\rm corr}}{df}.
\end{equation}
Let $q$ be the defect charge in units of the elementary charge, and $Z$ its charge when the level is empty. Then $q=Z-f$ and $dq=-df$. If $E_{\rm corr}=Aq^2$ with $A$ independent of $q$,
\begin{equation}
\Delta\varepsilon=-\frac{dE_{\rm corr}}{dq}=-2Aq=-\frac{2E_{\rm corr}}{q}\qquad(q\ne0).
\label{eq:rule}
\end{equation}
At $q=0$ the middle form gives $\Delta\varepsilon=0$. For $A>0$ the supercell level of a positive defect is too high and must be lowered; that of a negative defect must be raised.

\textbf{Q.} Where does the factor of two come from physically? I would have guessed $E_{\rm corr}/q$.

\textbf{A.} Take a point-like defect, and let $V_{\rm im}$ be the potential, in volts, that images and background produce at its site. This potential is itself proportional to $q$. Building up the charge therefore costs half the product of final charge and final potential, $E_{\rm per}-E_{\rm iso}=\frac12qeV_{\rm im}$. An electron in the level feels the whole potential, so $\varepsilon_{\rm per}-\varepsilon_{\rm iso}=-eV_{\rm im}$. Hence $E_{\rm corr}=-\frac12qeV_{\rm im}$ and $\Delta\varepsilon=eV_{\rm im}=-2E_{\rm corr}/q$.

\textbf{Q.} Should I shift the band edges by the same amount?

\textbf{A.} Not by this argument, which concerns the level whose electrons sit at the defect. Consider a band state whose density is uniform on the scale over which the defect potential varies. To first order the electrostatic potential changes its energy by the cell average of that potential, which is zero in our convention. An isolated defect in an infinite crystal also leaves such a state unshifted. At this order the band edge needs no electrostatic image correction. The argument does not cover second-order shifts, in which the potential of a charged defect mixes band states; for a parabolic band edge the second-order term does not decrease as the cell grows. In large cells the expansion itself fails: a carrier attracted by the defect becomes bound, while the shift of a repelled one falls slowly. The exchange--correlation potential of the defect has a cell average too. This separate finite-size shift vanishes as the cell grows, but it need not be small: for the model defect below, which has no host electrons, at $q=1$ and $L=1.26$ nm it is $-0.18$ eV for the isolated density and $-0.16$ to $-0.17$ eV, depending on the wavevector sampling, for the periodic density, in which the tails of neighbouring defects overlap.

\section{When the rule fails}

\textbf{Q.} Suppose I know $E_{\rm corr}$ at one charge only. Any number can be written as $Aq^2$.

\textbf{A.} That is why the hypothesis concerns a function of $q$. For a general differentiable $E_{\rm corr}$,
\begin{align}
\Delta\varepsilon+\frac{2E_{\rm corr}}{q}
&=-\frac{dE_{\rm corr}}{dq}+\frac{2E_{\rm corr}}{q}\\
&=-q^2\frac{d}{dq}\left(\frac{E_{\rm corr}}{q^2}\right).
\label{eq:remainder}
\end{align}
The rule holds throughout an interval of charge, excluding zero, if and only if $E_{\rm corr}/q^2$ is constant there.

A misaligned potential zero is a simple failure. Suppose the supercell potential raises every electron energy by $\delta$ relative to the bulk reference. The defect energy then contains the error $-q\delta$, so $E_{\rm corr}=Aq^2+q\delta$. The true level correction is $-2Aq-\delta$, while the rule gives $-2Aq-2\delta$. Alignment must be separated first and applied to the level once.

\textbf{Q.} With the cell average as the zero of potential, is the image energy quadratic?

\textbf{A.} At leading order in $1/L$, for a compact defect in a cubic cell of edge $L$, yes. The next order shows the limit of the statement. Let $\epsilon_{\rm r}$ be a uniform relative permittivity and $\kappa=e^2/(4\pi\epsilon_0)$. For a unit point charge with its images and background, the potential energy of a second unit charge at $\mathbf r$ is $(\kappa/\epsilon_{\rm r})[1/r+u(\mathbf r)]$. The background density is $-1/L^3$, so Poisson's equation gives $\nabla^2u=4\pi/L^3$ near the origin. With cubic symmetry,
\begin{equation}
u(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi}{3L^3}r^2+H(\mathbf r),
\qquad \nabla^2H=0,\quad H(0)=0 .
\end{equation}
The first term defines the Madelung constant, $\alpha=2.8373$. The second has the required Laplacian, since $\nabla^2r^2=6$.

Now take a spherical defect charge density $\rho$, in units of $e$, contained within a radius smaller than $L/2$. The added energy at fixed density is
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac{\kappa}{2\epsilon_{\rm r}}
\iint\rho(\mathbf r)\rho(\mathbf r')u(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\end{equation}
Averaging $H(\mathbf r-\mathbf r')$ over the directions of $\mathbf r'$ gives $H(\mathbf r)$, by the mean-value property of harmonic functions. Averaging over the directions of $\mathbf r$ then gives $H(0)=0$. The same averages turn $|\mathbf r-\mathbf r'|^2$ into $r^2+r'^2$. With $q=\int\rho\,d^3r$ and $M=\int\rho r^2d^3r$, the double integral of $r^2+r'^2$ is $2qM$. Therefore
\begin{equation}
E_{\rm corr}=\frac{\alpha\kappa q^2}{2\epsilon_{\rm r}L}-b\,qM,
\qquad b=\frac{2\pi\kappa}{3\epsilon_{\rm r}L^3}.
\label{eq:image}
\end{equation}

\textbf{Q.} You held the density fixed, but the orbitals respond to the images.

\textbf{A.} The constant $-\alpha/L$ does not change the orbitals. The position-dependent potential starts at order $L^{-3}$, and so does the density response. The energy is stationary with respect to the orbitals, so the response changes it only at second order, $L^{-6}$. Thus Eq.~\eqref{eq:image}, evaluated with the isolated density, is correct through $L^{-3}$.

Its first term has the form $Aq^2$. Inserting the second into Eq.~\eqref{eq:remainder} gives
\begin{equation}
\Delta\varepsilon+\frac{2E_{\rm corr}}{q}
=q^2b\frac{d}{dq}\left(\frac Mq\right)
=b\left(q\frac{dM}{dq}-M\right).
\label{eq:moment}
\end{equation}
The remainder vanishes at this order if $M$ is proportional to $q$. An electron cloud wider than the core breaks that proportionality in general: at $q=0$ the two charges cancel but their second moments need not.

\textbf{Q.} So a neutral defect can have a level correction after all?

\textbf{A.} A small one, in our convention. Differentiating Eq.~\eqref{eq:image} at $q=0$ gives $\Delta\varepsilon=bM(0)$. This is a shift of the potential zero. The neutral defect's own potential contributes to the cell average, so setting that average to zero displaces electron energies far from the defect by $-bM(0)$. If you align the level to the potential there, the correction is already included and must not be added again. There is no conflict with the earlier zero, which assumed a purely quadratic energy. Nor does the quotient rule rescue this case: $-2E_{\rm corr}/q$ tends to $2bM(0)$, twice the correct shift.

\section{A vacancy level in numbers}

\textbf{Q.} Show me a case in which the level correction is not obtained from the rule you want to justify.

\textbf{A.} Take a model in the regime of an oxygen vacancy in MgO. A core of charge $+2$, with density proportional to $\exp(-r^2/w^2)$ and $w=0.075$ nm, binds $f=2-q$ electrons in one spin-restricted $s$ level. The energy contains the kinetic energy with the free-electron mass, the Hartree energy and local exchange; Coulomb and exchange terms are divided by $\epsilon_{\rm r}=3$. The periodic copies interact electrostatically, but hopping of electrons between them is left out. The isolated and periodic problems are solved self-consistently and separately. Total energies then give $E_{\rm corr}$, while eigenvalues independently give $\Delta\varepsilon$.

First, Janak's theorem. Changing $f$ by $\pm0.01$ around one electron gives an isolated energy slope of $-2.7641$ eV, equal to the eigenvalue at this precision. In the cell with $L=1.26$ nm both numbers are $-1.6984$ eV.

For $q=1$ in that cell, $E_{\rm corr}=0.554$ eV. The rule gives
\begin{equation}
-\frac{2(0.554)}{1}=-1.108\ \text{eV},
\end{equation}
and moves the level from $-1.698$ to $-2.806$ eV. The isolated level is $-2.764$ eV, so the rule lowers it too far by $0.042$ eV, or 4\% of the true shift of $-1.066$ eV.

\textbf{Q.} Is that discrepancy your moment term or a numerical accident?

\textbf{A.} It can be calculated from the isolated defect. There $M=-0.0266$ nm$^2$ and $dM/dq=0.0569$ nm$^2$ at $q=1$. The leading level shift has the coefficient $\alpha\kappa/\epsilon_{\rm r}=1.362$ eV nm, so $\kappa/\epsilon_{\rm r}=1.362/2.8373=0.480$ eV nm. Hence
\begin{align}
b&=\frac{2\pi}{3}\,\frac{0.480}{(1.26)^3}=0.503\ \text{eV nm}^{-2},\\
b\left(q\frac{dM}{dq}-M\right)&=0.503\,(0.0569+0.0266)=0.042\ \text{eV}.
\end{align}
This agrees with the discrepancy. The last digits depend on the Gaussian basis: converged values are $M=-0.0268$ nm$^2$, $dM/dq=0.0574$ nm$^2$ and an isolated level of $-2.7646$ eV, which leave the result at 0.042 eV. For the three cells, still at $q=1$:
\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $-2E_{\rm corr}/q$ (eV) & $\Delta\varepsilon$ (eV) & remainder (eV)\\
0.84 & $-1.717$ & $-1.570$ & 0.147\\
1.26 & $-1.108$ & $-1.066$ & 0.042\\
1.68 & $-0.822$ & $-0.804$ & 0.018
\end{tabular}
\end{center}
Doubling $L$ reduces the remainder by a factor of about 8.3, close to the factor of 8 for $L^{-3}$. Equation~\eqref{eq:moment} predicts 0.142 eV in the smallest cell, where the neglected higher orders are largest, and 0.018 eV in the largest. The table leaves out hopping, which matters most in the smallest cell. If the orbital may overlap its images, the remainder there is 0.16 eV when a shifted $2\times2\times2$ mesh of wavevectors averages over the defect band, but 0.57 eV at $\Gamma$ alone. In the middle cell the two values are 0.043 and 0.062 eV.

\textbf{Q.} And is $E_{\rm corr}$ itself quadratic?

\textbf{A.} Nearly. The ratio $E_{\rm corr}(2)/E_{\rm corr}(1)$ is 3.71, 3.87 and 3.93 in the three cells, approaching 4. Equation~\eqref{eq:image} explains why it lies below 4: $M$ is negative at $q=1$, which raises that energy correction, and positive at $q=2$, which lowers the other.

For the neutral defect $M=-0.1066$ nm$^2$ in the Gaussian basis used, which puts this diffuse level about 0.02 eV too high. In the middle cell this gives $bM=0.503(-0.1066)=-0.054$ eV, and the separate eigenvalue calculations give $-0.0535$ eV. A converged basis changes these values slightly, to $M=-0.112$ nm$^2$ and $bM=-0.056$ eV. Hopping can hide so small a shift: if the orbital may overlap its images, the shifted mesh gives $-0.054$ eV in this cell, but $\Gamma$ alone gives $+0.013$ eV.

\section{Extrapolation and transition energies}

\textbf{Q.} Could I avoid the correction by extrapolating raw levels?

\textbf{A.} Yes, if the cells are large enough for the expansion and the other settings stay fixed. Differentiating Eq.~\eqref{eq:image} and using $\varepsilon_{\rm per}=\varepsilon_{\rm iso}-\Delta\varepsilon$,
\begin{equation}
\varepsilon_{\rm per}=\varepsilon_{\rm iso}
+\frac{\alpha\kappa q}{\epsilon_{\rm r}L}
-b\left(M+q\frac{dM}{dq}\right)+O(L^{-6}).
\end{equation}
Since $b\propto L^{-3}$, the form to use is $\varepsilon_{\rm iso}+c_1/L+c_3/L^3$. The three raw levels at $q=1$, namely $-1.194$, $-1.698$ and $-1.960$ eV, determine its three coefficients. The limit is $-2.764$ eV, equal to the isolated level within 1 meV. The fitted $c_1$ is 1.362 eV nm, in agreement with $\alpha\kappa/\epsilon_{\rm r}$. Such close agreement relies on the absence of hopping in the model. If hopping is allowed and the same three cells are sampled only at $\Gamma$, the extrapolated level is too low by about 0.13 eV, mainly because of the smallest cell. With the shifted mesh the error is only about 0.01 eV. Cells that small should therefore be left out of a fit to levels taken at $\Gamma$ alone.

\textbf{Q.} May I use the level correction for the energy of removing a whole electron?

\textbf{A.} No. For a quadratic correction, that energy difference needs
\begin{align}
E_{\rm corr}(q+1)-E_{\rm corr}(q)&=A(2q+1)\\
&=-\tfrac12\left[\Delta\varepsilon(q)+\Delta\varepsilon(q+1)\right].
\end{align}
The second line follows from $\Delta\varepsilon(q)=-2Aq$ at both charges. The minus sign appears because removing an electron reverses the sign of its level energy. In the largest cell, going from $q=1$ to $q=2$, the left side is $1.614-0.411=1.203$ eV. The mean on the right is $(0.804+1.601)/2=1.203$ eV. Using the $q=1$ level correction alone would supply just 0.804 eV.

\section{Relaxed ions and the real material}

\textbf{Q.} Real ions move when the charge changes. Does Janak's theorem survive?

\textbf{A.} It does if the ions are fully relaxed at each $q$. The extra term in $dE/df$ is $\sum_I(\partial E/\partial\mathbf R_I)\cdot(d\mathbf R_I/df)$, and it vanishes because the forces vanish. The derivation then applies to relaxed energies and to levels at the relaxed geometries, provided that the isolated and periodic systems are each relaxed. In the leading image term the static permittivity replaces the electronic one.

Ions frozen in the geometry relaxed for another charge $q_0$ are different. Suppose their displacement leaves a fixed compact polarisation charge $p$ at the defect, with uniform compensation. At leading order $E_{\rm corr}=A(q+p)^2+C$, with $A$ set by electronic screening. The constant $C$ corrects the lattice energy stored in the frozen displacements and does not depend on $q$. Hence $\Delta\varepsilon=-2A(q+p)$. At $q=q_0$ the ions are relaxed and the rule holds, so $A(q_0+p)^2+C=Aq_0(q_0+p)$, which gives $C=-Ap(q_0+p)$. At any other nonzero $q$ the rule would give
\begin{equation}
-\frac{2E_{\rm corr}}{q}=-2A(q+p)-\frac{2Ap(q-q_0)}{q}.
\end{equation}
The last term is an error unless $p=0$ or $q=q_0$.

\textbf{Q.} How close is your model to MgO?

\textbf{A.} The lattice constant of 0.42 nm and the permittivities, 3 electronic and 10 static, are rough typical values. The cells span two, three and four lattice constants, corresponding to 64, 216 and 512 atomic sites in the perfect crystal. The core width and electron mass are model choices. The level energies are therefore not predictions for MgO: there are no host atoms or band edges, and correlation, spin polarisation and the variation of screening with distance are absent. Clamped ions are the assumption that a relaxed vacancy breaks. For $q=1$ and $L=1.26$ nm, static screening changes the leading level shift from $-1.08$ to $-0.32$ eV.

Two further effects limit the use of small cells. For $q=1$, hopping makes the self-consistent level found with $\Gamma$ alone lower than that found with the shifted mesh. The difference is about 0.18 eV at $L=0.84$ nm, comparable with the remainder in the table, and about 0.01 eV at 1.26 nm. A more extended orbital also worsens the rule. With half the electron mass, and the middle cell, charge and permittivity unchanged, the rule gives $-1.19$ eV against a true shift of $-1.06$ eV, a discrepancy of 0.13 instead of 0.04 eV. These numbers leave out hopping. With hopping and the shifted mesh the discrepancy is 0.15 eV, so the trend remains. The level at $\Gamma$ then lies about 0.15 eV below the mesh value in the same potential, and 0.20 eV below it when made self-consistent with $\Gamma$ alone, so $\Gamma$ alone is a poor sample for this broader orbital. The rule is thus a leading-order correction for a compact level; when its orbital is broad, the moment term or an extrapolation is needed as well. The moment term given here belongs to the zero-average convention. If potentials are aligned far from the defect instead, part of it is already included and must not be counted twice. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant 0.42 nm, core width 0.075 nm
permittivity: electronic 3.0, static 10.0
core charge 2 e, Madelung constant 2.837297
isolated q=0: level -1.0130 eV, rms radius 0.2484 nm, M -0.10657 e nm^2
isolated q=1: level -2.7641 eV, rms radius 0.2086 nm, M -0.02662 e nm^2
isolated q=2: level -4.0954 eV, rms radius 0.1957 nm, M 0.01687 e nm^2
Janak q=1 isolated: dE/df -2.76409, level -2.76409 eV
Janak q=1 periodic, middle cell: dE/df -1.69843, level -1.69843 eV
dM/dq at q=1: 0.05689 e nm^2
cell L = 0.84 nm
 q=1: raw level -1.1942, E_corr 0.8586 eV
  -2E_corr/q -1.7172, true shift -1.5698, corrected level -2.9114 eV
  image formula 0.8558 eV (1/L part 0.8106)
  remainder: computed 0.1474, formula 0.1417 eV
 q=2: raw level -1.0191, E_corr 3.1853 eV
  -2E_corr/q -3.1853, true shift -3.0763, corrected level -4.2044 eV
cell L = 1.26 nm
 q=1: raw level -1.6984, E_corr 0.5540 eV
  -2E_corr/q -1.1080, true shift -1.0657, corrected level -2.8065 eV
  image formula 0.5538 eV (1/L part 0.5404)
  remainder: computed 0.0424, formula 0.0420 eV
 q=2: raw level -1.9813, E_corr 2.1447 eV
  -2E_corr/q -2.1447, true shift -2.1141, corrected level -4.1260 eV
cell L = 1.68 nm
 q=1: raw level -1.9599, E_corr 0.4110 eV
  -2E_corr/q -0.8220, true shift -0.8042, corrected level -2.7819 eV
  image formula 0.4110 eV (1/L part 0.4053)
  remainder: computed 0.0178, formula 0.0177 eV
 q=2: raw level -2.4940, E_corr 1.6141 eV
  -2E_corr/q -1.6141, true shift -1.6014, corrected level -4.1082 eV
E_corr(2)/E_corr(1), three cells: 3.7099 3.8712 3.9273
neutral level shift, middle cell: computed -0.0535, formula -0.0536 eV
largest cell: E_corr(2)-E_corr(1) 1.2031, minus mean shift 1.2028 eV
extrapolated q=1 level -2.7643 eV
1/L slope: fit 1.3623, alpha q/epsilon 1.3619 eV nm
basis 10 to 12: level change -4.5e-04, rule change -1.5e-04 eV
q=1 middle cell, 1/L shift: clamped ions -1.0808, static screening -0.3243 eV
six-neighbour hopping scale, L=0.84 nm: 1.6e-01 eV
six-neighbour hopping scale, L=1.26 nm: 2.3e-03 eV
six-neighbour hopping scale, L=1.68 nm: 1.5e-05 eV
half electron mass, middle cell: rule -1.1863, true shift -1.0561 eV
thermal energy at 300 K: 0.0259 eV
\end{verbatim}
